# Born stopping of a harmonic oscillator below the Bethe logarithm's zero: a numerical check

```python
"""
Born stopping number of a three-dimensional harmonic oscillator.
Result under test (atomic units):
    S = 4 pi Z1^2 L / v^2,   xi = 2 v^2 / omega,
    L = E1(1/xi)/2 + (1/2) sum_{M>=1} Q(M, (M+1)^2/xi) / M,
with Q the regularized upper incomplete gamma function, S the stopping cross
section per electron, Z1 and v the projectile charge and speed, and omega the
oscillator frequency.  L is positive for all xi; the Bethe logarithm ln(xi),
its large-xi limit, is negative for xi < 1.
The example treats the K electrons of silicon under proton bombardment.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import (digamma, eval_genlaguerre, exp1, gammaincc,
                           gammaln, spherical_jn)


def stopping_number(xi):
    """Closed sum for L."""
    m = np.arange(1, int(xi + 12 * np.sqrt(xi) + 40))
    return 0.5 * exp1(1 / xi) + 0.5 * np.sum(gammaincc(m, (m + 1)**2 / xi) / m)


def slope_formula(xi):
    """dL/d ln(xi) as a sum of oscillator strengths at threshold."""
    n = np.arange(1, int(xi + 12 * np.sqrt(xi) + 40))
    s = n**2 / xi
    return 0.5 * np.sum(np.exp(-s + (n - 1) * np.log(s) - gammaln(n)))


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


# ---------- oscillator form factors from spherical states (omega = 1) --------
r_osc, w_osc = gauss(0.0, 9.0, 220)


def radial_osc(k, l, r):
    norm = np.exp(0.5 * (np.log(2) + gammaln(k + 1) - gammaln(k + l + 1.5)))
    return norm * r**l * np.exp(-r**2 / 2) * eval_genlaguerre(k, l + 0.5, r**2)


def form_factor_squared(n, q):
    """Sum over all degenerate states with n quanta, by radial quadrature."""
    total = np.zeros_like(q)
    ground = radial_osc(0, 0, r_osc)
    for l in range(n % 2, n + 1, 2):
        weight = w_osc * r_osc**2 * ground * radial_osc((n - l) // 2, l, r_osc)
        total += (2 * l + 1) * (spherical_jn(l, np.outer(q, r_osc)) @ weight)**2
    return total


q_test = np.array([0.4, 1.3, 2.7, 4.0])
s_test = q_test**2 / 2
for n in range(0, 9):
    poisson = np.exp(-s_test + n * np.log(s_test) - gammaln(n + 1))
    assert np.allclose(form_factor_squared(n, q_test), poisson, atol=1e-10)
# Bethe sum rule from the quadrature form factors
q_sum = np.array([0.7, 1.8])
sum_rule = sum(2 * n / q_sum**2 * form_factor_squared(n, q_sum)
               for n in range(1, 19))
assert np.allclose(sum_rule, 1, atol=1e-7)


def stopping_from_angles(xi, mass=1e5):
    """Born cross section integrated over scattering angle, omega = Z1 = 1."""
    v = np.sqrt(xi / 2)
    k_in = mass * v
    theta, w = gauss(0.0, 20 / k_in, 160)
    total = 0.0
    for n in range(1, 14):
        k_out = np.sqrt(k_in**2 - 2 * mass * n)
        q_min = 2 * mass * n / (k_in + k_out)
        q2 = q_min**2 + 4 * k_in * k_out * np.sin(theta / 2)**2
        cross = (4 * mass**2 / q2**2 * k_out / k_in
                 * form_factor_squared(n, np.sqrt(q2)))
        total += n * np.sum(w * 2 * np.pi * np.sin(theta) * cross)
    return total


angle_ratios = []
for xi in (1.0, 3.0):
    closed = 4 * np.pi / (xi / 2) * stopping_number(xi)
    angle_ratios.append(stopping_from_angles(xi) / closed)
    # the finite projectile mass leaves a relative difference near 1e-5
    assert abs(angle_ratios[-1] - 1) < 1e-4

# ---------- slope, limits, sign and crossing --------------------------------
for xi in (0.5, 1.0, 5.0, 40.0):
    h = 1e-4
    numeric = (stopping_number(xi * np.exp(h))
               - stopping_number(xi * np.exp(-h))) / (2 * h)
    assert abs(numeric - slope_formula(xi)) < 1e-6


def scaled_deficit(xi):
    return xi * (np.log(xi) - stopping_number(xi))


shell_coefficient = 2 * scaled_deficit(2000.0) - scaled_deficit(1000.0)
step = 1e-4
derivative = (radial_osc(0, 0, r_osc + step)
              - radial_osc(0, 0, r_osc - step)) / (2 * step)
mean_p2 = np.sum(w_osc * r_osc**2 * derivative**2)      # in units of omega
assert abs(shell_coefficient - 2 * mean_p2) < 1e-3      # <p^2>/v^2 = 3/xi
small = 0.01
assert abs(stopping_number(small) / (0.5 * small * np.exp(-1 / small)) - 1) < 0.02

grid = np.geomspace(0.01, 1000, 600)
values = np.array([stopping_number(x) for x in grid])
assert np.all(values > 0) and np.all(np.diff(values) > 0)
bethe_zero = brentq(np.log, 0.3, 3)
crossing = brentq(lambda x: stopping_number(x) - np.log(x), 1.0, 2.0)
assert np.all(values[grid < 0.999 * crossing] > np.log(grid[grid < 0.999 * crossing]))
assert np.all(values[grid > 1.001 * crossing] < np.log(grid[grid > 1.001 * crossing]))
shell_zero = brentq(lambda x: np.log(x) - 3 / x, 1.0, 10.0)
assert shell_zero > bethe_zero and stopping_number(shell_zero) > 0

# ---------- hydrogen-like K shell by diagonalization (nuclear charge 1) ------
t_h, wt_h = gauss(0.0, 1.0, 700)
r_h, w_h = 90 * t_h**2, 180 * t_h * wt_h
near = r_h < 40
ground_h = 2 * r_h * np.exp(-r_h)
L_MAX = 8


def hydrogen_states(l, size):
    """Excitation energies and reduced radial functions in a Laguerre basis."""
    u, du = [], []
    for i in range(size):
        c = np.exp(0.5 * (gammaln(i + 1) + (2 * l + 3) * np.log(2)
                          - gammaln(i + 2 * l + 3)))
        p = eval_genlaguerre(i, 2 * l + 2, 2 * r_h)
        dp = -2 * eval_genlaguerre(i - 1, 2 * l + 3, 2 * r_h) if i else 0 * r_h
        common = c * r_h**l * np.exp(-r_h)
        u.append(common * r_h * p)
        du.append(common * ((l + 1 - r_h) * p + r_h * dp))
    u, du = np.array(u), np.array(du)
    potential = l * (l + 1) / (2 * r_h**2) - 1 / r_h
    ham = 0.5 * (du * w_h) @ du.T + (u * (w_h * potential)) @ u.T
    energy, vec = eigh(ham, (u * w_h) @ u.T)
    return energy + 0.5, vec.T @ u


def strength_h(energy, state, l, q):
    weight = (w_h * state * ground_h)[near]
    amp = spherical_jn(l, np.outer(q, r_h[near])) @ weight
    return 2 * energy / q**2 * (2 * l + 1) * amp**2


t_q, wt_q = gauss(0.0, 1.0, 30)


def hydrogen_stopping_number(v, states):
    """Returns L with all final states, and L without the n = 2 level."""
    full, blocked = 0.0, 0.0
    for l, (energies, functions) in enumerate(states):
        for energy, state in zip(energies, functions):
            if energy < 1e-6 or energy / v > 12:
                continue
            q = energy / v + 10 * t_q**2
            part = np.sum(20 * t_q * wt_q / q * strength_h(energy, state, l, q))
            full += part
            if abs(energy - 0.375) < 1e-4:
                blocked += part
    return full, full - blocked


small_basis = [hydrogen_states(l, 18) for l in range(L_MAX + 1)]
large_basis = [hydrogen_states(l, 24) for l in range(L_MAX + 1)]
total_strength = sum(strength_h(e, f, l, np.array([1.5]))[0]
                     for l, (es, fs) in enumerate(large_basis)
                     for e, f in zip(es, fs) if e > 1e-6)
assert abs(total_strength - 1) < 1e-3
e_p, f_p = large_basis[1]
dipole = 2 / 3 * e_p * (f_p @ (w_h * r_h * ground_h))**2
assert abs(dipole.sum() - 1) < 1e-6
mean_excitation_h = np.exp(np.sum(dipole * np.log(e_p)))

# ---------- worked example: protons in silicon -------------------------------
HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10
MASS_RATIO = const.value("proton-electron mass ratio")
ALPHA = const.fine_structure
k_resonance = 2800.0         # eV, rough
outer_resonance = 110.0      # eV, rough common value for twelve electrons
atom_density = 0.05          # per cubic angstrom, rough
k_charge = 13.7              # nuclear charge 14 less screening by one K partner
omega = k_resonance / HARTREE


def speed(proton_energy):
    return np.sqrt(2 * proton_energy / HARTREE / MASS_RATIO)


def stopping_power(proton_energy, electrons, number):
    """eV per angstrom."""
    return (atom_density * electrons * 4 * np.pi / speed(proton_energy)**2
            * number * HARTREE * BOHR**2)


def xi_of(proton_energy, resonance):
    return 2 * speed(proton_energy)**2 * HARTREE / resonance


zero_energy = brentq(lambda e: np.log(xi_of(e, k_resonance)), 1e5, 1e7)
v_zero = speed(zero_energy)
assert abs(zero_energy / (MASS_RATIO * k_resonance / 4) - 1) < 1e-9
l_one = stopping_number(1.0)

print(f"Angle-integrated / closed S, xi=1: {angle_ratios[0]:.6f}")
print(f"Angle-integrated / closed S, xi=3: {angle_ratios[1]:.6f}")
print(f"Fitted coefficient of -1/xi: {shell_coefficient:.5f}")
print(f"Bethe logarithm zero, xi: {bethe_zero:.4f}")
print(f"Exact L at xi=1: {l_one:.5f}")
print(f"  N=1 term: {0.5 * exp1(1.0):.5f}")
print(f"  N=2 term: {0.5 * gammaincc(1, 4.0):.5f}")
print(f"  N=3 term: {0.25 * gammaincc(2, 9.0):.5f}")
print(f"Slope dL/dln(xi) at xi=1: {slope_formula(1.0):.5f}")
print(f"Exact L equals ln(xi) at xi: {crossing:.4f}")
print(f"  common value there: {np.log(crossing):.4f}")
print(f"Zero of ln(xi)-3/xi, xi: {shell_zero:.4f}")
print(f"  exact L there: {stopping_number(shell_zero):.4f}")
for xi in (0.2, 0.5, 2.0, 5.0, 20.0, 100.0):
    print(f"xi={xi:g}: exact {stopping_number(xi):.5f}, ln {np.log(xi):.5f}, "
          f"ln-3/xi {np.log(xi) - 3 / xi:.5f}")
print(f"K resonance (rough): {k_resonance:.0f} eV")
print(f"Outer resonance (rough): {outer_resonance:.0f} eV")
print(f"Atom density (rough): {atom_density:.2f} per cubic angstrom")
print(f"Proton energy at Bethe zero: {zero_energy:.4e} eV"
      f" = {zero_energy / 1e6:.3f} MeV")
print(f"Proton speed there: {v_zero:.3f} atomic units")
for energy in (5e5, zero_energy, 2e6, 5e6):
    x = xi_of(energy, k_resonance)
    exact_s = stopping_power(energy, 2, stopping_number(x))
    bethe_s = stopping_power(energy, 2, np.log(x))
    outer_s = stopping_power(
        energy, 12, stopping_number(xi_of(energy, outer_resonance)))
    print(f"Proton {energy:.4e} eV: xi {x:.4f}, L {stopping_number(x):.5f}, "
          f"ln {np.log(x):.5f}")
    print(f"  eV/angstrom: K exact {exact_s:.5f}, K Bethe {bethe_s:.5f}, "
          f"outer {outer_s:.4f}")
    print(f"  Bethe K error / exact total: "
          f"{100 * (bethe_s - exact_s) / (exact_s + outer_s):.2f} %")

# ---------- size of neglected effects ----------------------------------------
print(f"Hydrogen-like K charge: {k_charge:.1f}")
print(f"Hydrogen-like mean excitation energy: "
      f"{mean_excitation_h * k_charge**2 * HARTREE:.0f} eV")
for energy in (5e5, zero_energy):
    scaled = speed(energy) / k_charge
    coarse = hydrogen_stopping_number(scaled, small_basis)
    fine = hydrogen_stopping_number(scaled, large_basis)
    # discretized continuum: agreement of two bases to two per cent
    assert np.allclose(coarse, fine, rtol=0.02)
    print(f"Hydrogen-like L at {energy:.4e} eV: {fine[0]:.4f}, "
          f"n=2 blocked {fine[1]:.4f}")

bloch = digamma(1.0) - digamma(1 + 1j / v_zero).real
print(f"Z1/v at Bethe zero: {1 / v_zero:.4f}")
print(f"Bloch correction to L there: {bloch:.4f}")
inverse_r = [np.sum(w_osc * r_osc * radial_osc(0, l, r_osc)**2) for l in (0, 1)]
gap_rise = np.sqrt(omega) * (inverse_r[0] - inverse_r[1])
shifted = stopping_number(1 / (1 + gap_rise / omega))
print(f"Gap rise, proton at centre: {gap_rise * HARTREE:.1f} eV")
print(f"  resulting change of L: {100 * (shifted / l_one - 1):.1f} %")
print(f"(v/c)^2 at Bethe zero: {(v_zero * ALPHA)**2:.5f}")
print(f"Recoil shift of minimum q, first level: "
      f"{100 * k_resonance / (4 * zero_energy):.3f} %")
print("every check passed")
```

It prints:

```
Angle-integrated / closed S, xi=1: 0.999956
Angle-integrated / closed S, xi=3: 0.999984
Fitted coefficient of -1/xi: 2.99994
Bethe logarithm zero, xi: 1.0000
Exact L at xi=1: 0.11916
  N=1 term: 0.10969
  N=2 term: 0.00916
  N=3 term: 0.00031
Slope dL/dln(xi) at xi=1: 0.22311
Exact L equals ln(xi) at xi: 1.1720
  common value there: 0.1587
Zero of ln(xi)-3/xi, xi: 2.8574
  exact L there: 0.5824
xi=0.2: exact 0.00057, ln -1.60944, ln-3/xi -16.60944
xi=0.5: exact 0.02462, ln -0.69315, ln-3/xi -6.69315
xi=2: exact 0.36532, ln 0.69315, ln-3/xi -0.80685
xi=5: exact 1.07272, ln 1.60944, ln-3/xi 1.00944
xi=20: exact 2.79358, ln 2.99573, ln-3/xi 2.84573
xi=100: exact 4.57378, ln 4.60517, ln-3/xi 4.57517
K resonance (rough): 2800 eV
Outer resonance (rough): 110 eV
Atom density (rough): 0.05 per cubic angstrom
Proton energy at Bethe zero: 1.2853e+06 eV = 1.285 MeV
Proton speed there: 7.173 atomic units
Proton 5.0000e+05 eV: xi 0.3890, L 0.01137, ln -0.94414
  eV/angstrom: K exact 0.00544, K Bethe -0.45171, outer 5.4129
  Bethe K error / exact total: -8.44 %
Proton 1.2853e+06 eV: xi 1.0000, L 0.11916, ln -0.00000
  eV/angstrom: K exact 0.02218, K Bethe -0.00000, outer 3.4471
  Bethe K error / exact total: -0.64 %
Proton 2.0000e+06 eV: xi 1.5560, L 0.25258, ln 0.44215
  eV/angstrom: K exact 0.03021, K Bethe 0.05288, outer 2.5778
  Bethe K error / exact total: 0.87 %
Proton 5.0000e+06 eV: xi 3.8901, L 0.82981, ln 1.35844
  eV/angstrom: K exact 0.03970, K Bethe 0.06499, outer 1.3100
  Bethe K error / exact total: 1.87 %
Hydrogen-like K charge: 13.7
Hydrogen-like mean excitation energy: 2814 eV
Hydrogen-like L at 5.0000e+05 eV: 0.0148, n=2 blocked 0.0058
Hydrogen-like L at 1.2853e+06 eV: 0.1225, n=2 blocked 0.0709
Z1/v at Bethe zero: 0.1394
Bloch correction to L there: -0.0230
Gap rise, proton at centre: 103.8 eV
  resulting change of L: -6.6 %
(v/c)^2 at Bethe zero: 0.00274
Recoil shift of minimum q, first level: 0.054 %
every check passed
```
